# Arrhenius Slope of the Nucleation-Limited Electromigration Lifetime

## Problem

A long, passivated metal line carries a constant current density $j$. Electrons flow in the $+x$ direction and push the atoms the same way. At the cathode end, $x=0$, a barrier blocks the supply of atoms, so tension builds up there. The line starts free of stress, and a void nucleates when the tension at $x=0$ reaches a fixed critical value $\sigma_c$. The time this takes, $t_n$, is taken as the lifetime.

The atomic diffusivity is $D=D_0e^{-E/kT}$. The quantities $D_0$, $E$, $\sigma_c$, the atomic volume $\Omega$, the effective elastic modulus $B$ and the effective charge number $Z$ (counted positive along the electron flow) do not depend on temperature. The force on an atom is $F=eZ\rho j$, with $\rho$ the resistivity. With $\beta=1/kT$, find the local Arrhenius slope

$$S=\frac{d\ln t_n}{d\beta}$$

(a) for constant $\rho$, and (b) for $\rho\propto T$.

## A tempting solution

Under the force $F$ atoms drift with velocity $DF/kT$. There are $1/\Omega$ atoms per unit volume, so the flux leaving the cathode region is

$$J_\infty=\frac{DF}{\Omega kT}.$$

A void nucleates once enough atoms have left. If $N$ is the required number per unit cross-section, then

$$t_n=\frac{N}{J_\infty}=\frac{N\Omega kT}{eZ\rho j\,D_0}\,e^{E/kT}\propto\frac{T}{\rho}\,e^{E/kT}.$$

Since $T=1/(k\beta)$, we have $d\ln T/d\beta=-1/\beta=-kT$. The slope is therefore $E-kT$ for constant $\rho$. For $\rho\propto T$ the factor $T/\rho$ is constant, and the slope is $E$.

## Where it fails

The flux is right, and so is $t_n=N/J_\infty$. The fault is the silent assumption that $N$ is a fixed number. What is fixed is the stress at one point, not the number of missing atoms. The loss is spread over a length of line, and that length depends on the driving force. A weaker force needs more time to reach $\sigma_c$, the deficit spreads further meanwhile, and more atoms must leave. So $N$ depends on $\rho$, and the stress profile is needed to find out how.

## Correct solution

**Drift.** Let an atom hop a distance $a$ with attempt rate $\nu$. The force lowers the forward barrier by $Fa/2$ and raises the backward one by the same amount. The net velocity is

$$v=a\nu e^{-E/kT}\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)\approx a^2\nu e^{-E/kT}\,\frac{F}{kT}=\frac{DF}{kT},$$

with $D=a^2\nu e^{-E/kT}$, valid for $Fa\ll kT$.

**Flux.** A tension $\sigma$ lowers the chemical potential of an atom by $\Omega\sigma$, so a stress gradient adds a force $\Omega\,\partial\sigma/\partial x$ towards higher tension:

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

**Balance.** The atom concentration $C\approx1/\Omega$ obeys $\partial C/\partial t=-\partial J/\partial x$. In a confined line a loss of atoms creates tension, $d\sigma=-B\,dC/C=-B\Omega\,dC$. Hence

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
\kappa=\frac{DB\Omega}{kT},\qquad G=\frac{F}{\Omega}.$$

At the blocked end $J=0$, so $\partial\sigma/\partial x=-G$ there. Far away $\sigma=0$, because the line is long.

**Stress at the cathode.** Define $w=-\partial\sigma/\partial x$. Because $G$ is uniform, differentiating the balance gives $\partial w/\partial t=\kappa\,\partial^2w/\partial x^2$, with $w(0,t)=G$ and $w(x,0)=0$. The solution is

$$w=G\,\mathrm{erfc}(\eta),\qquad \eta=\frac{x}{2\sqrt{\kappa t}}.$$

To check it, use $d\,\mathrm{erfc}(\eta)/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$, $\partial\eta/\partial t=-\eta/2t$ and $\partial\eta/\partial x=1/(2\sqrt{\kappa t})$:

$$\frac{\partial w}{\partial t}=\frac{G\eta e^{-\eta^2}}{\sqrt\pi\,t},\qquad
\frac{\partial w}{\partial x}=-\frac{Ge^{-\eta^2}}{\sqrt{\pi\kappa t}},\qquad
\frac{\partial^2w}{\partial x^2}=\frac{G\eta e^{-\eta^2}}{\sqrt\pi\,\kappa t}.$$

The first equals $\kappa$ times the third. At $x=0$, $\mathrm{erfc}(0)=1$; for $t\to0$ at fixed $x>0$, $\eta\to\infty$ and $w\to0$. Since $\sigma$ vanishes far away,

$$\sigma(0,t)=\int_0^\infty w\,dx=2G\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=2G\sqrt{\frac{\kappa t}{\pi}}.$$

The last integral follows by parts: the boundary term $\eta\,\mathrm{erfc}(\eta)$ vanishes at both limits, leaving $(2/\sqrt\pi)\int_0^\infty\eta e^{-\eta^2}d\eta=1/\sqrt\pi$.

**Lifetime.** Setting $\sigma(0,t_n)=\sigma_c$ and squaring gives

$$t_n=\frac{\pi\sigma_c^2}{4G^2\kappa}
=\frac{\pi}{4}\,\frac{\sigma_c^2\,\Omega\,kT}{(eZ\rho j)^2BD_0}\,e^{E/kT}.$$

The resistivity enters squared. The missing power is the one hidden in $N$: multiplying $t_n$ by $J_\infty$ gives

$$N=J_\infty t_n=\frac{DF}{\Omega kT}\cdot\frac{\pi\sigma_c^2\Omega kT}{4F^2BD}=\frac{\pi\sigma_c^2}{4BF},$$

which is inversely proportional to the force.

**Slope.** Let $\alpha=d\ln\rho/d\ln T$, so that $d\ln\rho/d\beta=-\alpha kT$. From $\ln t_n=\text{const}+\ln T-2\ln\rho+\beta E$,

$$S=-kT+2\alpha kT+E=E+(2\alpha-1)kT.$$

- (a) Constant resistivity, $\alpha=0$: $S=E-kT$.
- (b) Resistivity proportional to temperature, $\alpha=1$: $S=E+kT$.

The tempting argument gets (a) right because a constant $\rho$ leaves $N$ constant. In (b) it misses a full $kT$. At $\alpha=1/2$ the two temperature factors cancel and $S=E$.

## Numbers for a line like a copper interconnect

Take $E=0.90$ eV, $D_0=10^{-4}$ cm²/s, $\Omega=0.012$ nm³, $B=20$ GPa, $Z=1$, $j=1$ MA/cm² and $\sigma_c=200$ MPa. At the test temperature, 573 K, both resistivity laws have $\rho=4.0$ µΩ cm. Then:

- $F=4.0\times10^{-4}$ eV/µm. Over a hop of 0.25 nm this is $10^{-7}$ eV, far below $kT=0.0494$ eV, so the linear drift law holds.
- $G=F/\Omega=5.34$ MPa/µm, and $\sigma_c/G=37.45$ µm.
- $D=1.214\times10^{-12}$ cm²/s and $\kappa=3.682\times10^{-11}$ cm²/s.

$$t_n=\frac{\pi}{4}\,\frac{(37.45\times10^{-4}\ \text{cm})^2}{3.682\times10^{-11}\ \text{cm}^2/\text{s}}\approx2.99\times10^5\ \text{s}=83.1\ \text{h}.$$

A numerical solution of the atom balance on a 400 µm line also gives 83.10 h. Differentiating its lifetimes gives slopes of 0.8506 eV for constant $\rho$ and 0.9494 eV for $\rho\propto T$, which are $0.90\mp0.0494$ eV. The tempting solution would give 0.90 eV in the second case.

Now extrapolate to use at 378 K with $j$ held fixed. The factor $e^{E/kT}$ alone would turn 83.1 h into 115 years. The remaining factor $T/\rho^2$ multiplies this by $378/573$ for constant $\rho$, giving 76 years, and by $573/378$ for $\rho\propto T$, giving 174 years. Two lines with equal lifetimes in the test thus differ at use by $(573/378)^2=2.30$.

A slope measured between these two temperatures is an average over the interval:

$$\frac{\ln(t_{\rm use}/t_{\rm test})}{\beta_{\rm use}-\beta_{\rm test}}=E\mp\frac{\ln(T_{\rm test}/T_{\rm use})}{\beta_{\rm use}-\beta_{\rm test}},$$

or 0.860 and 0.940 eV. Extending the local tangent from 573 K instead gives 0.905 and 1.105 times the true model lifetime. The curvature of the Arrhenius plot therefore costs about 10% here.

## When the result changes

**The charge number.** Result (b) needs a fixed $Z$. Consider a force due to electrons scattering off the atom. Electrons of mass $m$, density $n$, drift velocity $v_d$ and Fermi speed $v_F$ transfer momentum at a rate of order $(mv_d)(nv_Fs)=(mv_Fs/e)\,j$, where $s$ is the scattering cross-section and $nv_d=j/e$. If $s$ is independent of temperature, so is this force, whatever $\rho$ does. Written as $eZ\rho j$, it has $Z\propto1/\rho$. The slope returns to $E-kT$, 0.8506 eV, even for $\rho\propto T$. This scattering force is the usual picture of the driving force in metals, so case (b), with $Z$ fixed, is an idealisation.

**Short lines.** In a line of length $L$ blocked at both ends, the flux stops when $\partial\sigma/\partial x=-G$ everywhere. Atoms are conserved, so the mean stress is zero and the cathode tension saturates at $GL/2$. By dimensional analysis $t_n=(L^2/\kappa)\,h(\sigma_c/GL)$. For constant $\rho$ the argument of $h$ is fixed, so $t_n\propto1/\kappa$ and the slope remains $E-kT$. For $\rho\propto T$, cooling reduces $G$ and brings saturation closer to $\sigma_c$, where $h$ diverges. With $L=100$ µm the saturation stress at 573 K is 267 MPa and the slope is 0.976 eV, above $E+kT$. At 378 K saturation falls to $267\times378/573\approx176$ MPa, below $\sigma_c$: without thermal stress the line then never nucleates a void, and no Arrhenius extrapolation from the test applies. The thermal tension of the next paragraph, 39 MPa at 378 K, would lower the required stress to 161 MPa and let a void form after about 160 years.

**Thermal stress.** Suppose the line is stress-free at 573 K and gains tension at $r=0.2$ MPa/K on cooling. Electromigration must then supply only $\sigma_c-r(573\ \text{K}-T)$. Since $t_n$ varies as the square of this and $dT/d\beta=-kT^2$, the slope at 573 K shifts by

$$-\frac{2rkT^2}{\sigma_c}=-\frac{2(0.2)(0.0494)(573)}{200}\ \text{eV}\approx-0.057\ \text{eV}.$$

This exceeds $kT$ and brings the slope for $\rho\propto T$ to 0.893 eV, below $E$. The rate 0.2 MPa/K is a modest choice. Applying $d\sigma=-B\,dC/C$ to the volume misfit of copper on silicon, with an expansion mismatch $\Delta\alpha_T\approx14\times10^{-6}$ K⁻¹, gives $r\approx3B\Delta\alpha_T\approx0.8$ MPa/K and a shift of about $-0.24$ eV.

**Void growth.** Suppose the line opens once a length $u=20$ nm has been displaced. Drift alone would need $ukT/DF=5.65$ h. Here $N$ really is fixed, so for $\rho\propto T$ this stage would have slope $E$ and lower the total slope from 0.949 to 0.946 eV. These are the growth figures in the output, and the time is an upper bound. The surface of a void is free of stress, so the tension stored in the line also pulls atoms away from it. At nucleation the stored deficit amounts to a displaced length $N\Omega=294$ nm, far more than 20 nm. Close to the void the initial gradient $-G$ cancels the drift, and what remains is a stress $\sigma_c$ relaxing to zero at the surface. This displaces a length $(2\sigma_c/B)\sqrt{\kappa t/\pi}$ in time $t$, so growth takes about

$$\frac{\pi}{\kappa}\left(\frac{uB}{2\sigma_c}\right)^2\approx0.24\ \text{h}.$$

This time varies as $1/\kappa$, with slope $E-kT$ for either resistivity law, and is too short to change the total slope noticeably.

## Comparison with real lines

The parameters are round values in the rough regime of narrow copper interconnects. The critical stress in particular is uncertain: a flawed interface may fail at a few tens of MPa. At 40 MPa, with all else fixed, $t_n$ falls by a factor of 25 to 3.3 h. The stored deficit falls by the same factor to 12 nm, less than the 20 nm needed to open the line. Growth then takes a time comparable with $t_n$, and nucleation alone no longer sets the lifetime. Narrow lines also have surface and grain-boundary scattering that depends little on temperature. If this supplies a quarter of $\rho$ at 573 K and the rest is proportional to $T$, then $\alpha=0.75$ and $S=0.925$ eV. The split is illustrative: bulk copper alone has about 3.6 µΩ cm and $\alpha\approx1.1$ at 573 K, so a quarter share would mean $\rho\approx4.8$ µΩ cm and $\alpha\approx0.85$.

Smaller corrections were sized for the original line with $\sigma_c=200$ MPa and $\rho$ either constant or proportional to $T$. A modulus falling by $3\times10^{-4}$ per kelvin lowers both slopes by about 0.008 eV. Diffusivity enhanced by a factor $e^{\Omega\sigma/kT}$ lowers them by about 0.002 eV, and Joule heating of 0.16 K by less than 0.001 eV. Of the effects considered here, thermal stress and the temperature dependence of $Z$ matter most in this long line. Because each can shift $S$ by $kT$ or more, a measured slope does not by itself yield $E$ to better than roughly 0.1 eV at this critical stress and $r=0.2$ MPa/K; with $r\approx0.8$ MPa/K the gap grows to 0.2–0.3 eV. A lower $\sigma_c$ makes matters worse: the thermal shift of the nucleation stage varies as $1/\sigma_c$ and reaches about $-0.28$ eV at 40 MPa. There growth takes as long as nucleation, and the slope of the total lifetime shifts by about $-0.16$ eV. The numerical output follows.

## Computed results

```
Activation energy E: 0.90 eV
Diffusivity prefactor: 1.0e-04 cm2/s
Atomic volume: 0.0120 nm3
Effective modulus: 20 GPa
Effective charge number: 1.0 (no unit)
Current density: 1.0 MA/cm2
Critical stress: 200 MPa
Resistivity at test temperature: 4.0 uohm cm
Test temperature: 573 K; use temperature: 378 K
Long line length: 400 um
kT at test: 0.0494 eV; at use: 0.0326 eV
Force on atom at test: 4.00e-04 eV/um
Stress gradient G at test: 5.341 MPa/um
Diffusivity at test: 1.214e-12 cm2/s
Stress diffusivity kappa at test: 3.682e-11 cm2/s
Length s_c/G at test: 37.45 um
Nucleation time at test, formula: 83.10 h
Nucleation time at test, grid: 83.10 h
[rho constant] local slope, test: 0.8506 eV; use: 0.8674 eV
[rho constant] two-temperature slope: 0.8602 eV
[rho constant] life at use: 6.646e+05 h = 75.9 years
[rho constant] tangent extrapolation / true life: 0.905
[rho proportional] local slope, test: 0.9494 eV; use: 0.9326 eV
[rho proportional] two-temperature slope: 0.9398 eV
[rho proportional] life at use: 1.527e+06 h = 174.3 years
[rho proportional] tangent extrapolation / true life: 1.105
Life at use from exp(E/kT) alone: 115.0 years
Life at use, proportional / constant: 2.298
Mixed resistivity, d ln rho/d ln T at test: 0.75
Mixed resistivity, local slope at test: 0.9247 eV
Z as 1/rho with rho proportional to T, slope: 0.8506 eV
Thermal stress rate: 0.2 MPa/K; thermal tension at use: 39 MPa
Modulus softening: 3e-04 1/K
Line cross-section: 20000 nm2; thermal resistance: 2.0 K m/W
Joule heating at test: 0.160 K
Short line length: 100 um; saturation stress: 267 MPa
Fatal displaced length: 20 nm; growth time at test: 5.65 h
s_c*Omega: 0.0150 eV; over kT at test: 0.303
Slope with thermal stress: constant 0.7940 eV, proportional 0.8928 eV
Slope with modulus softening: constant 0.8421 eV, proportional 0.9409 eV
Slope with Joule heating: constant 0.8501 eV, proportional 0.9491 eV
Slope with short line: constant 0.8506 eV, proportional 0.9763 eV
Slope with void growth added: constant 0.8506 eV, proportional 0.9462 eV
Slope with stress-dependent D: constant 0.8483 eV, proportional 0.9470 eV
```
